# Equator-Crossing Time of an Overdriven Perpendicular Macrospin

A small magnetic disc stores one bit in the direction of its magnetization, up or down along its normal $\hat z$. It starts near up, at a small polar angle $\theta_0$. At $t=0$ a constant current is switched on whose spin torque drives it away from up. The problem is to find how long the current must flow before the magnetization reaches the equatorial plane, and how that time depends on $\theta_0$.

**Model.** The magnetization is uniform, with saturation value $M_s$, volume $V$ and unit direction $\mathbf m$. Its energy is $E_b\sin^2\theta$, where $E_b=\tfrac12\mu_0M_sH_kV$ and $H_k>0$ is the effective anisotropy field, shape contribution included. The corresponding field is $H_k m_z\hat z$. With $\gamma>0$, Gilbert damping $\alpha>0$ and $\omega_k=\gamma\mu_0H_k$, the motion obeys

$$\dot{\mathbf m}=-\omega_k m_z\,\mathbf m\times\hat z+\omega_s\,\mathbf m\times(\mathbf m\times\hat z)+\alpha\,\mathbf m\times\dot{\mathbf m}.$$

The second term is the damping-like spin torque. A current $I$ carries $I/e$ electrons per second, each supplying angular momentum $\eta\hbar/2$, with an efficiency $\eta$ taken independent of angle. The disc holds angular momentum $M_sV/\gamma$, so

$$\omega_s=\frac{\gamma\hbar\eta I}{2eM_sV}.$$

Positive $I$ means the sign that destabilizes up. There is no applied field, no field-like torque and no thermal noise during the pulse.

## (a) Separate the polar motion from the precession

*Find the equations for $\dot\theta$ and $\dot\varphi$.*

**Solution.** The Gilbert equation contains $\dot{\mathbf m}$ on both sides. Write its first two terms as $\mathbf T$, so that $\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m}$. Every term on the right is perpendicular to $\mathbf m$; hence $\mathbf m\cdot\dot{\mathbf m}=0$ and $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$. Taking $\mathbf m\times$ of the equation therefore gives

$$\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}.$$

Substituting this back yields $(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T$. Since $\mathbf m\times\hat z$ is also perpendicular to $\mathbf m$, we have $\mathbf m\times[\mathbf m\times(\mathbf m\times\hat z)]=-\mathbf m\times\hat z$, and so

$$(1+\alpha^2)\dot{\mathbf m}=-(\omega_km_z+\alpha\omega_s)\,\mathbf m\times\hat z+(\omega_s-\alpha\omega_km_z)\,\mathbf m\times(\mathbf m\times\hat z).$$

Take the $z$ component. The first vector has none. The second is $\mathbf m\times(\mathbf m\times\hat z)=m_z\mathbf m-\hat z$, with $z$ component $\cos^2\theta-1=-\sin^2\theta$. On the left, $\dot m_z=-\sin\theta\,\dot\theta$. Dividing by $-\sin\theta$,

$$(1+\alpha^2)\dot\theta=\sin\theta\,(\omega_s-\alpha\omega_k\cos\theta).$$

For the azimuth, use $\mathbf m\times\hat z=-\sin\theta\,\hat\varphi$. The vector $m_z\mathbf m-\hat z$ has no $\hat\varphi$ component, and $\dot{\mathbf m}\cdot\hat\varphi=\sin\theta\,\dot\varphi$. Thus

$$(1+\alpha^2)\dot\varphi=\omega_k\cos\theta+\alpha\omega_s.$$

The polar equation does not contain $\varphi$. This rests on the axial symmetry of the model: a tilted field, an in-plane anisotropy or a tilted spin polarization would couple the two angles.

## (b) Find the critical current and the natural time unit

*At what current does the up state become unstable? Write the polar equation in dimensionless form.*

**Solution.** Near the pole $\sin\theta\approx\theta$ and $\cos\theta\approx1$, which gives $(1+\alpha^2)\dot\theta\approx(\omega_s-\alpha\omega_k)\theta$. Small deviations grow when $\omega_s>\alpha\omega_k$. Equality defines the critical current:

$$\frac{\gamma\hbar\eta I_{c0}}{2eM_sV}=\alpha\gamma\mu_0H_k
\quad\Longrightarrow\quad
I_{c0}=\frac{2e\alpha\,\mu_0M_sH_kV}{\hbar\eta}=\frac{4e\alpha E_b}{\hbar\eta}.$$

Let $i=I/I_{c0}$, so that $\omega_s=i\alpha\omega_k$, and define

$$t_D=\frac{1+\alpha^2}{\alpha\omega_k},\qquad \tau=\frac{t}{t_D}.$$

Then

$$\frac{d\theta}{d\tau}=\sin\theta\,(i-\cos\theta).$$

The term $i\sin\theta$ is the spin torque and $-\sin\theta\cos\theta$ is the damping. Near the pole the angle grows as $e^{(i-1)\tau}$. Overdriven means $i>1$.

## (c) Integrate to the equator

*For $i>1$ and $0<\theta_0<\pi/2$, find the time $t_{\rm eq}$ at which $\theta=\pi/2$, without approximating.*

**Solution.** The right-hand side is positive all the way, so the variables can be separated:

$$\tau_{\rm eq}=\int_{\theta_0}^{\pi/2}\frac{d\theta}{\sin\theta\,(i-\cos\theta)}.$$

Put $u=\cos\theta$ and $u_0=\cos\theta_0$. Then $d\theta=-du/\sin\theta$, which supplies a second factor $\sin\theta$ in the denominator, and $\sin^2\theta=1-u^2$. The minus sign reverses the limits:

$$\tau_{\rm eq}=\int_0^{u_0}\frac{du}{(1-u)(1+u)(i-u)}.$$

Seek the decomposition $A/(1-u)+B/(1+u)+D/(i-u)$, which requires

$$1=A(1+u)(i-u)+B(1-u)(i-u)+D(1-u^2).$$

Setting $u=1$, $u=-1$ and $u=i$ in turn gives

$$A=\frac1{2(i-1)},\qquad B=\frac1{2(i+1)},\qquad D=-\frac1{i^2-1}.$$

The three integrals are

$$\int_0^{u_0}\!\frac{du}{1-u}=-\ln(1-u_0),\quad
\int_0^{u_0}\!\frac{du}{1+u}=\ln(1+u_0),\quad
\int_0^{u_0}\!\frac{du}{i-u}=-\ln\!\Big(1-\frac{u_0}{i}\Big).$$

The two minus signs in the last contribution cancel, and the result is

$$\boxed{\frac{t_{\rm eq}}{t_D}=-\frac{\ln(1-u_0)}{2(i-1)}+\frac{\ln(1+u_0)}{2(i+1)}+\frac{\ln(1-u_0/i)}{i^2-1}}$$

The first two terms are positive and the third is negative. As $\theta_0\to0$ at fixed $i>1$, only the first diverges: it holds the time spent leaving the neighbourhood of the pole.

## (d) Extract the logarithm of the initial angle

*Find the small-angle form, including the constant inside the logarithm, and the leading error.*

**Solution.** For small $\theta_0$, $1-u_0\approx\theta_0^2/2$ and $1+u_0\approx2$. In the third term $u_0$ may be replaced by 1 if $1-u_0\ll i-1$, that is, if $\theta_0^2\ll i-1$. Then

$$\tau_{\rm eq}\approx\frac{\ln(1/\theta_0)+\tfrac12\ln2}{i-1}+\frac{\ln2}{2(i+1)}+\frac{\ln(1-1/i)}{i^2-1}.$$

The two terms in $\ln2$ combine through

$$\frac12\Big(\frac1{i-1}+\frac1{i+1}\Big)=\frac{i}{i^2-1}.$$

Taking out the common factor $1/(i-1)$,

$$\boxed{t_{\rm eq}\approx\frac{t_D}{i-1}\ln\frac{C}{\theta_0},\qquad
\ln C=\frac{i\ln2+\ln(1-1/i)}{i+1}}$$

The logarithm is thus the small-angle limit of the exact result. To find its error, call the difference exact minus asymptotic $\Delta(\theta_0)$, in units of $t_D$. It vanishes as $\theta_0\to0$. Differentiating the integral of part (c) with respect to its lower limit gives

$$\frac{d\Delta}{d\theta_0}=-\frac1{\sin\theta_0(i-\cos\theta_0)}+\frac1{(i-1)\theta_0}.$$

Now use $1/\sin\theta_0\approx(1+\theta_0^2/6)/\theta_0$ and $i-\cos\theta_0\approx(i-1)+\theta_0^2/2$:

$$\frac{d\Delta}{d\theta_0}\approx-\frac{\theta_0}{i-1}\Big[\frac16-\frac1{2(i-1)}\Big]=\frac{(4-i)\theta_0}{6(i-1)^2},
\qquad
\Delta\approx\frac{(4-i)\theta_0^2}{12(i-1)^2}.$$

The constant $C$ increases with $i$, because

$$\frac{d\ln C}{di}=\frac{1}{(i+1)^2}\Big[\ln2+\frac{i+1}{i(i-1)}-\ln\!\Big(1-\frac1i\Big)\Big]>0.$$

For $i\to\infty$ it tends to 2. This agrees with neglecting damping altogether: $d\theta/d\tau=i\sin\theta$ gives $\tau_{\rm eq}=i^{-1}\ln\cot(\theta_0/2)\approx i^{-1}\ln(2/\theta_0)$. For $i\to1^+$, $C\approx\sqrt{2(i-1)}\to0$.

A simpler estimate extends the linear growth $\theta_0e^{(i-1)\tau}$ up to $\pi/2$. It has the right slope in $\ln\theta_0$, but puts $\pi/2$ in place of $C$. The two constants agree at $i=3.342$. Below that overdrive the linear estimate is too long, and above it too short, within the small-angle regime.

## (e) Evaluate a model disc

*Take diameter 40 nm, thickness 1 nm, $M_s=1$ MA/m, $\mu_0H_k=0.5$ T, $\alpha=0.01$, $\eta=0.5$, $i=3$ and $\theta_0=0.05$ rad. How long does the crossing take, and how much does a smaller initial angle cost?*

**Solution.** These are round model parameters, not those of a named material. The volume is $1256.6\ \mathrm{nm^3}$, so

$$E_b=\tfrac12(10^6)(0.5)(1.2566\times10^{-24})\ \mathrm J=3.142\times10^{-19}\ \mathrm J.$$

Part (b) then gives $I_{c0}=38.18\ \mu$A, and the applied current is three times this, $114.55\ \mu$A. With $\omega_k=88.043$ rad/ns,

$$t_D=\frac{1.0001}{0.01\times88.043}\ \mathrm{ns}=1.1359\ \mathrm{ns}.$$

Since $u_0=0.99875026$, the exact formula reads

$$\tau_{\rm eq}=-\frac{\ln(0.00124974)}{4}+\frac{\ln(1.99875026)}{8}+\frac{\ln(0.667083)}{8}$$
$$=1.67121+0.08657-0.05061=1.70717,$$

and hence $t_{\rm eq}=1.70717\times1.1359\ \mathrm{ns}=1.939$ ns. Direct integration of the vector Gilbert equation gives the same time to the digits printed in the numerical output.

For the logarithmic form, $C=1.5197$ and $t_D/(i-1)=0.5680$ ns, so $t_{\rm eq}\approx0.5680\ln(30.39)\ \mathrm{ns}=1.939$ ns. The predicted error is $(1)(0.05)^2/48=5.2\times10^{-5}$ in units of $t_D$, or 59 fs, as found. The linear estimate gives 1.958 ns, about 1% longer than the exact time.

Each tenfold reduction of $\theta_0$ adds

$$\frac{t_D\ln10}{i-1}=0.5680\times2.3026\ \mathrm{ns}=1.308\ \mathrm{ns}.$$

Going from 0.01 to 0.001 rad indeed raises the exact time of the noiseless model from 2.853 to 4.161 ns; the limit that temperature sets on this rule is given below. At the large angle 0.5 rad the logarithmic form is still within 1% of the exact time for this overdrive.

A moment precisely at the pole would never leave it in this model, so something must supply $\theta_0$. Thermal motion before the pulse does so. Near the pole the energy is $E_b(m_x^2+m_y^2)$, and equipartition over these two quadratic variables gives $\langle\theta^2\rangle\approx k_BT/E_b$. At 300 K, $E_b/k_BT=75.8$, so the root-mean-square angle is about 0.115 rad. The chosen 0.05 rad is smaller, but not unusually so. Because the initial angle differs from pulse to pulse, so does the crossing time, even at a fixed current.

Thermal noise does not stop when the pulse starts, although the model leaves it out. Near the pole it adds a source to the linear growth, $d\langle\theta^2\rangle/d\tau=2(i-1)\langle\theta^2\rangle+2k_BT/E_b$, whose strength is fixed by equipartition at $i=0$. Once the growth is under way, this acts as if $\theta_0^2$ were raised by $k_BT/[E_b(i-1)]$. At $i=3$ and 300 K that is $0.0066$ rad$^2$, more than $0.05^2$. The logarithm in $\theta_0$ therefore holds only for $\theta_0^2\gg k_BT/[E_b(i-1)]$. With noise, the mean crossing time of this disc is about 1.73 ns from 0.05 rad and levels off near 1.83 ns for smaller angles, and it scatters by about 0.35 ns even at a fixed $\theta_0$.

More current shortens the time: at the same angle it is 1.004 ns for $i=5$ and 0.456 ns for $i=10$. These are values of the model; in a magnetic tunnel junction, breakdown of the barrier limits the current that can be used. The charge passed, $It_{\rm eq}$, falls much less. It is about 222 fC at $i=3$ and 174 fC at $i=10$, and it tends to $I_{c0}t_D\ln(2/\theta_0)\approx160$ fC at large $i$.

## (f) Approach the critical current

*What replaces the logarithm near $i=1$? Can the equator be reached below $I_{c0}$?*

**Solution.** At $i=1$ the factor $1-u$ is repeated, and the decomposition becomes

$$\frac1{(1-u)^2(1+u)}=\frac1{2(1-u)^2}+\frac1{4(1-u)}+\frac1{4(1+u)}.$$

Multiplying out confirms it: $\tfrac12(1+u)+\tfrac14(1-u^2)+\tfrac14(1-u)^2=1$. Integrating from 0 to $u_0$,

$$\tau_{\rm eq}=\frac{u_0}{2(1-u_0)}+\frac14\ln\frac{1+u_0}{1-u_0}\approx\frac1{\theta_0^2}.$$

Linear growth is absent here, and the moment leaves the pole through the cubic term $d\theta/d\tau\approx\theta^3/2$. In the example the time is 456 ns, against 454 ns from the leading term $t_D/\theta_0^2$.

The passage between the two laws follows for $\epsilon=i-1\ll1$ and $\theta_0\ll1$. At small angles $d\theta/d\tau\approx\theta(\epsilon+\theta^2/2)$, and

$$\frac1{\theta(\epsilon+\theta^2/2)}=\frac1\epsilon\Big[\frac1\theta-\frac{\theta}{2\epsilon+\theta^2}\Big].$$

The integral is dominated by small angles, so its upper limit may be moved to infinity at leading order:

$$\tau_{\rm eq}\approx\frac1{2\epsilon}\ln\!\Big(1+\frac{2\epsilon}{\theta_0^2}\Big).$$

For $\theta_0^2\ll2\epsilon$ this becomes $\epsilon^{-1}\ln(\sqrt{2\epsilon}/\theta_0)$, which reproduces the limiting $C$ of part (d). For $2\epsilon\ll\theta_0^2$ it becomes $1/\theta_0^2$. At $i=1.01$ and $\theta_0=0.05$ the argument of the logarithm is 9, and the time is about $50\times2.197\times1.1359\ \mathrm{ns}=124.8$ ns. The exact value is 125.7 ns, while the pure logarithm of part (d) gives 119.0 ns, 5% below the exact value. Here $\theta_0^2/(i-1)=0.25$ is no longer very small.

Below $I_{c0}$ the sign of $i-\cos\theta_0$ decides:

- If $u_0<i<1$, the angle grows from the start. As it grows, $\cos\theta$ falls and the growth condition is satisfied by a wider margin. The equator is reached, and the formula of part (c) still holds, since all its logarithms have positive arguments.
- If $i=u_0$, the moment stays on a cone of constant angle, which is unstable.
- If $0\le i<u_0$, the angle shrinks and the moment returns to up.

Thus $I_{c0}$ is the stability limit of the pole. A moment that already starts on a finite cone needs only $I>I_{c0}\cos\theta_0$.

All of part (f) belongs to the noiseless model, and near $I_{c0}$ the neglect of noise matters most, because the deterministic drift away from the pole is weakest there. For the disc of part (e) at 300 K, thermal noise shortens the mean crossing time from 0.05 rad to about 14 ns at $i=1$ and $i=1.01$, and it carries the moment across in about 26 ns at $i=0.9$, where the noiseless moment would return to up.

## (g) Count the precession turns

*Through what azimuth does the moment sweep before reaching the equator?*

**Solution.** Multiplying the azimuthal equation of part (a) by $t_D/(1+\alpha^2)=1/(\alpha\omega_k)$ and using $\omega_s=i\alpha\omega_k$,

$$\frac{d\varphi}{d\tau}=\frac{\cos\theta+\alpha^2i}{\alpha}.$$

With the measure $d\tau=du/[(1-u^2)(i-u)]$ of part (c),

$$\varphi=\frac1\alpha\int_0^{u_0}\frac{u+\alpha^2i}{(1-u^2)(i-u)}\,du.$$

Since $u/(i-u)=i/(i-u)-1$, the part containing $u$ integrates to $i\tau_{\rm eq}-\int_0^{u_0}du/(1-u^2)=i\tau_{\rm eq}-\operatorname{artanh}u_0$. The other part is $\alpha^2i\tau_{\rm eq}$. Therefore

$$\varphi=\frac{(1+\alpha^2)\,i\,\tau_{\rm eq}-\operatorname{artanh}u_0}{\alpha}.$$

For the example, $\varphi=(5.1220-3.6887)/0.01\approx143.3$ rad, or 22.8 turns; the vector integration agrees. Because $\alpha$ is small, precession is fast compared with the polar motion except within about $\alpha i$ radians of the equator. It slows as $\cos\theta$ falls, and at the equator only the small rate $d\varphi/d\tau=\alpha i$ remains.

## (h) Decide when the current may be switched off

*Is reaching the equator enough to reverse the bit?*

**Solution.** Without current, $d\theta/d\tau=-\sin\theta\cos\theta$, and so

$$\frac{d}{d\tau}\ln|\tan\theta|=\frac1{\sin\theta\cos\theta}\frac{d\theta}{d\tau}=-1.$$

Let the pulse end at angle $\theta_e$, and count $\tau$ from that moment. Then $\tan\theta=\tan\theta_e\,e^{-\tau}$. The tangent keeps its sign, so the moment stays in its hemisphere while $\tan\theta$ decays to zero. For $\theta_e<\pi/2$ it returns to up; for $\theta_e>\pi/2$ it goes on to down. At $\theta_e=\pi/2$ it rests on the energy maximum, where the slightest tilt out of the plane chooses the outcome.

A square pulse must therefore last longer than $t_{\rm eq}$, by however little in this noiseless model. In the example, a pulse 2% shorter than $t_{\rm eq}$ followed by free motion for $8t_D$ ends at $m_z=0.99999$; one 2% longer ends at $m_z=-0.99999$. The opposite pole itself is approached exponentially and not reached in finite time, which is why the equator gives the useful definition of a switching time.

This sharp boundary belongs to the noiseless macrospin. Near the equator the restoring torque is weak, so thermal noise can reverse the outcome of a pulse that ends there, and a real pulse needs a margin. If $\eta$ depends on the polar angle, the polar equation changes and the integral must be done again. If the disc reverses non-uniformly, a single angle no longer describes it, and the crossing time does not follow from such an integral. This is a real possibility for a disc like that of part (e). A domain wall costs about $4\sqrt{AK}$ per unit area, with $K=E_b/V$; for an exchange stiffness $A$ of 10 to 20 pJ/m, a wall across the diameter costs about as much as $E_b$ itself.

## Computed values

```
disc diameter = 40 nm, thickness = 1 nm
M_s = 1.0 MA/m, mu0 H_k = 0.50 T
alpha = 0.010, eta = 0.50 (dimensionless)
overdrive i = 3.0, theta0 = 0.050 rad
gamma = 1.76086e+11 rad/(s T)
volume = 1256.6 nm^3
energy barrier E_b = 3.1416e-19 J
E_b/(k_B T) at 300 K = 75.8
critical current, formula = 38.183 microampere
critical current, Jacobian = 38.183 microampere
applied current = 114.55 microampere
omega_k = 88.043 rad/ns
t_D = 1.1359 ns
growth time t_D/(i-1) = 0.5680 ns
cos(theta0) = 0.99875026
three terms of t_eq/t_D = 1.67121, 0.08657, -0.05061
t_eq/t_D exact = 1.70717
t_eq exact = 1.93921 ns
t_eq vector simulation = 1.93921 ns
constant C = 1.51967
t_eq asymptotic = 1.93915 ns
exact minus asymptotic = 59.11 fs
estimate with C replaced by pi/2 = 1.95794 ns
overdrive at which C = pi/2: i = 3.342
added time per tenfold smaller angle = 1.3078 ns
precession turns, formula = 22.812
precession turns, simulation = 22.812
final m_z, pulse 2% short = 0.99999
final m_z, pulse 2% long = -0.99999
at i = 1: t_eq = 455.99 ns, t_D/theta0^2 = 454.37 ns
Angle scan at i = 3: theta0 (rad), exact (ns), asymptotic (ns)
  0.500  0.63676  0.63137
  0.100  1.54570  1.54547
  0.050  1.93921  1.93915
  0.010  2.85325  2.85325
  0.001  4.16103  4.16103
Current scan at theta0 = 0.05 rad: i, C, exact (ns), asymptotic (ns)
  1.01  0.1426  125.7057  119.0390
  1.10  0.4590  25.2511  25.1829
  1.50  0.9767  6.7547  6.7523
  2.00  1.2599  3.6658  3.6654
  3.00  1.5197  1.9392  1.9391
  5.00  1.7167  1.0042  1.0042
  10.00  1.8600  0.4564  0.4564
```
